\section*{The $\alpha^3/R^3$ term in the dispersion energy of two neutral atoms, part 2}

Two neutral atoms $A$, $B$ in $S$ states, with $N_A$, $N_B$ electrons and no overlap, interact at distance $R$. Hartree atomic units are used, with $c=1/\alpha$, Gaussian fields and clamped nuclei; only the spin-independent electric-dipole part is treated. Atom $X$ has $\alpha_X(i\omega)=\sum_nf_n/(\omega_n^2+\omega^2)$, $\sum_nf_n=N_X$. The result, derived in two ways, is
\begin{equation}
V=-\frac{C_6}{R^6}+\frac{\alpha^2W_4}{R^4}-\frac{7\alpha^3N_AN_B}{6\pi R^3}+\frac{\alpha^4W_2}{R^2}+O\!\left(\frac{\alpha^5\ln\alpha R}{R}\right).
\label{res}
\end{equation}
Here $C_6=\frac3\pi\int\alpha_A\alpha_B\,d\omega$, $W_4=\frac1\pi\int\omega^2\alpha_A\alpha_B\,d\omega$, $\pi W_2=\int\Delta\,d\omega$ and $\Delta=N_AN_B-\omega^4\alpha_A\alpha_B$.

The first derivation, now complete, keeps the first order in $\alpha_A\alpha_B$ of $\ln\det(1-\alpha_A\alpha_BG^2)$, where $G$ is the dipole field tensor at frequency $i\omega$:
\[V=-\frac1{\pi R^6}\int_0^\infty\!d\omega\,\alpha_A\alpha_B\,e^{-2x}P(x),\quad P=3+6x+5x^2+2x^3+x^4,\]
with $x=s\omega$, $s=\alpha R$. It falls as $R^{-7}$ for $s\omega_n\gg1$. The series of $e^{-2x}P$ has no $x^3$ term. With $k(x)=e^{-2x}P-3+x^2$, $\int_0^\infty k\,x^{-4}dx=\tfrac76$, of which one transverse photon gives $I_1=\tfrac23$ and two give $I_2=\tfrac12$.

The second derivation uses the Coulomb Hamiltonian $H$ of both atoms, with ground state $|0\rangle$ and energy $E$. Electrons couple through $\alpha\,\mathbf p\cdot\mathbf A+\tfrac12\alpha^2\mathbf A^2$; a photon has energy $k/\alpha$. For electron 1 on $A$ and 2 on $B$, one-photon exchange gives
\[\delta E_1=-2\pi\alpha\!\int\!\frac{d^3k}{(2\pi)^3k}\,\Pi_{ij}\Big\langle\mathcal A^i\frac1{H-E+k/\alpha}\mathcal B^j+\mathcal B^j\frac1{H-E+k/\alpha}\mathcal A^i\Big\rangle ,\]
with $\mathcal A^i=p_1^ie^{i\mathbf k\cdot\mathbf r_1}$, $\mathcal B^j=p_2^je^{-i\mathbf k\cdot\mathbf r_2}$, $\Pi_{ij}=\delta_{ij}-k_ik_j/k^2$. The resolvent is $\alpha/k-\alpha^2(H-E)/k^2+\dots$; its first term is the Breit orbit--orbit coupling, which, combined with the Coulomb dipole coupling $V_{dd}=-D_A^iT_{ij}D_B^j$, gave $\alpha^2W_4/R^4$. Here $T_{ij}=\partial_i\partial_j(1/R)$ has eigenvalues $(2,-1,-1)/R^3$, $\mathbf D=\sum_a\mathbf r_a$ is measured from the nucleus, and $\mathbf P=i[H,\mathbf D]$. With $\mathbf r=\mathbf r_{12}$, $y=kr$ and spherical Bessel functions $j_n$, the angular average of $\Pi_{ij}e^{i\mathbf k\cdot\mathbf r}$ is $2j_1/y$ longitudinally and $j_0-j_1/y$ in each transverse direction.

\subsection{Order $\alpha^3$: retardation}

Because $H|0\rangle=E|0\rangle$, expanding $[\mathcal A,[H,\mathcal B]]=\mathcal AH\mathcal B-\mathcal A\mathcal BH-H\mathcal B\mathcal A+\mathcal BH\mathcal A$ shows that its mean is $\langle\mathcal A(H-E)\mathcal B+\mathcal B(H-E)\mathcal A\rangle$. The kinetic part of $[H,\mathcal B]$ acts on electron 2 alone and commutes with $\mathcal A$. The potential part is $[U,p_2^j]e^{-i\mathbf k\cdot\mathbf r_2}=i(\partial_2^jU)e^{-i\mathbf k\cdot\mathbf r_2}$, and $[p_1^i,i\partial_2^jU]=\partial_1^i\partial_2^jU$. Only $1/r_{12}$ depends on both electrons, and $\partial_1^i\partial_2^j(1/r_{12})=-T_{ij}(\mathbf r_{12})$. The two minus signs in $\delta E_1$ cancel and this third one remains:
\begin{equation}
\delta H=-2\pi\alpha^3\!\int\!\frac{d^3k}{(2\pi)^3k^3}\,\Pi_{ij}T_{ij}e^{i\mathbf k\cdot\mathbf r}.
\end{equation}
For $r>0$ the contraction is $r^{-3}[2(2j_1/y)-2(j_0-j_1/y)]=2j_2/r^3$, with $j_2=3j_1/y-j_0$. Since $(j_1/y)'=-j_2/y$ and $j_1/y\to\tfrac13$ at zero, $\int j_2\,dy/y=\tfrac13$, and
\begin{equation}
\delta H_{\rm ret}=-\frac{2\pi\alpha^3}{2\pi^2r^3}\cdot\frac23=-\frac{2\alpha^3}{3\pi r^3}.
\end{equation}
The expansion of the resolvent fails for $k\lesssim\alpha\omega_n$. There $e^{i\mathbf k\cdot\mathbf r}\to1$, $\langle\Pi_{ij}\rangle\to\tfrac23\delta_{ij}$, and the exact $k$ integral gives the Bethe-logarithm form $\langle P_A^i(H-E)\ln(H-E)P_B^i\rangle$. It needs one power of $V_{dd}\propto T_{kl}$ to be nonzero, and the isotropy of each atom ties $k$ and $l$ to $i$, leaving $\mathrm{Tr}\,T=0$. No logarithm appears at $R^{-3}$; this is the vanishing $x^3$ coefficient.

\subsection{Order $\alpha^3$: the seagull term}

Take $H'=\tfrac12\alpha^2[\mathbf A^2(\mathbf r_1)+\mathbf A^2(\mathbf r_2)]$ to second order, neglecting $H-E$ beside the two-photon energy. With $1/\Delta E=\int_0^\infty e^{-\Delta E\tau}d\tau$, the shift is $-\int_0^\infty\langle H'(\tau)H'(0)\rangle_c\,d\tau$. There are two cross terms, each $\tfrac14\alpha^4$ times two Wick pairings, so $\delta H=-\alpha^4\int d\tau\,\mathcal D_{ij}\mathcal D_{ij}$ with
\begin{equation}
\mathcal D_{ij}=\frac{2\pi}\alpha\!\int\!\frac{d^3k}{(2\pi)^3k}\Pi_{ij}e^{i\mathbf k\cdot\mathbf r-k\tau/\alpha}.
\end{equation}
With $\tau=\alpha rt$ the eigenvalues are $2J$ and, twice, $L-J$, in units of $1/(\pi\alpha r^2)$. Here $L=\int\sin y\,e^{-yt}dy=1/(1+t^2)$. Also $J=\int j_1e^{-yt}dy=1-t\int j_0e^{-yt}dy=1-t\,\mathrm{arccot}\,t$, by parts and because $\int j_0e^{-yt}dy$ has derivative $-L$ and vanishes at infinity. Then
\begin{equation}
\delta H_{\rm sg}=-\frac{\alpha^3}{\pi^2r^3}\int_0^\infty(6J^2-4JL+2L^2)\,dt .
\end{equation}
Differentiation gives $tJ'=-t\,\mathrm{arccot}\,t+t^2/(1+t^2)=J-L$. By parts, with $tJ^2\to0$ at both ends, $\int J^2=-2\int tJJ'=-2\int J^2+2\int JL$, so $6\int J^2=4\int JL$. What remains is $2\int L^2dt=2\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi/2$, and $\delta H_{\rm sg}=-\alpha^3/(2\pi r^3)$.

The neglected two-photon terms contain $\mathbf p\cdot\mathbf A$ twice on one atom. They change that atom's response from $N$ to $N-\sum f\omega_n^2/(\omega_n^2+\omega^2)=\omega^2\alpha_X(i\omega)$, which lowers the product $N_AN_B$ of the two responses by the $\Delta$ defined above, and so begin at $\alpha^4$.

\subsection{The Araki--Sucher operator between two atoms}

The sum is $H_{AS}=-(7\alpha^3/6\pi)\sum r_{ab}^{-3}$. Within one atom $r^{-3}$ must be defined as a regularized distribution together with contact terms; without overlap these do not contribute. For spherical densities the average of $g(\mathbf R+\boldsymbol\rho)$ is $g+\tfrac16\langle\rho^2\rangle\nabla^2g+\dots$, with $\langle\rho^2\rangle=\langle r_a^2\rangle+\langle r_b^2\rangle$ and $\nabla^2r^{-3}=6r^{-5}$. Summing over pairs, with $\langle r^2\rangle_X$ the total for atom $X$,
\begin{equation}
\Big\langle\sum r_{ab}^{-3}\Big\rangle=\frac{N_AN_B}{R^3}+\frac{N_B\langle r^2\rangle_A+N_A\langle r^2\rangle_B}{R^5}+\dots
\end{equation}
The leading term reproduces the third term of \eqref{res}, with $\tfrac23$ and $\tfrac12$ matching $I_1$ and $I_2$ separately.

\section{What each derivation assumes}

The first derivation makes the dipole approximation at the outset, keeps only the first order in $\alpha_A\alpha_B$, and within that order is exact in $\alpha R$. The higher orders begin at $R^{-12}$ and need not be small beside the retardation terms: for oscillators with the lithium polarizability below, the rest of the logarithm of the determinant is about $-1\times10^{-8}E_h$ at 20 bohr, some 60 times the $\alpha^3$ term. It needs only $\alpha_X(i\omega)$; the electron numbers enter through the sum rule, so a model polarizability with a wrong $\sum f$ has a wrong cubic coefficient. It gives the next terms and hence the range of validity, but says nothing about overlap or higher multipoles.

The second derivation expands in $\alpha$ at fixed $R$ and keeps the full dependence on $r_{12}$. Its operators remain valid when the atoms overlap, once the contact and Bethe-logarithm terms are restored, and they supply multipole corrections such as the $R^{-5}$ term. Here $N_AN_B$ is a count of pairs. At the order taken it gives no estimate of its own error and no access to the $R^{-7}$ limit.

The two agree for the leading power of $1/R$ at orders $\alpha^2$ and $\alpha^3$ (the $\alpha^4$ term is obtained here from the first derivation only), when $R$ exceeds the atomic size and $\alpha R\,\omega_n\ll1$ for all strong transitions, core transitions included. Both omit relativistic and radiative corrections to the polarizabilities, which enter at $R^{-6}$. For atoms with spin, the first-order magnetic spin--spin term $\propto\alpha^2/R^3$ is separate and lies outside $V$.

Define $N_{\rm eff}^2(R)$ as the exact remainder $V+C_6/R^6-\alpha^2W_4/R^4$ divided by $-7\alpha^3/6\pi R^3$. With $\omega=x/s$,
\begin{equation}
N_{\rm eff}^2=\frac67\sum f_af_b\int_0^\infty\frac{k(x)\,dx}{(x^2+s^2\omega_a^2)(x^2+s^2\omega_b^2)} .
\end{equation}
The program finds $k\ge0$ at every point of its grid. Given that, each pair's weight falls monotonically from 1 as $R$ grows, and it falls sooner for larger frequencies.

\section{Lithium}

The numerical check printed below tests the kernel algebra, the integrals $\tfrac76,\tfrac23,\tfrac12$ and the double commutator. It also recovers $C_6=2$ and $W_4=\tfrac13$ from the exact frequencies of two coupled oscillators with $\omega=0.5$ and $1.0\,E_h$. For a model with $N_AN_B=2$, the unsubtracted integral gives cubic coefficients $2.3333902$ and $2.3333341$ at $\alpha R=10^{-3}$ and $10^{-4}$ after removal of $W_2$. The excess over $\tfrac73$ drops by a factor of about 70, compatible with $s^2\ln s$.

The example is Li--Li with unrestricted Hartree--Fock and its time-dependent linear response, in 19 $s$ and 19 $p$ Gaussians with exponents $0.006\times2.2^k\ \mathrm{bohr}^{-2}$. The occupied orbitals are pure $s$, so $p$ functions carry the whole dipole response. Correlation is included only at this mean-field level, and its effect is not estimated; the digits below serve the comparison of formulas. The sum of oscillator strengths is $3.00003$. The static polarizability is $169.95\ \mathrm{bohr}^3$, against $169.88$ from a finite field, a difference of $4\times10^{-4}$ relative to either. The lowest line, at $0.0672\,E_h$, has $f=0.758$, and all lines below $1\,E_h$ hold $0.9634$; the rest lies above. This split depends on how the basis discretizes the valence continuum near the cut, so it is only approximate: bases with exponents $0.004\times2.2^k$ (20 $s$, 20 $p$) and $0.004\times1.9^k$ (23 $s$, 23 $p$) give $0.936$ and $0.938$. In atomic units $C_6=1476.54$ and $W_2=26.73$; in those two bases $C_6$ falls by up to $0.06$ and $W_4$ by up to $2\times10^{-4}$, while $W_2$ and the values of $N_{\rm eff}^2$ below keep their digits. Frequency quadrature gives $W_4=3.29209$, and the Breit sum with computed momentum matrix elements gives $3.29191$. At a formal $\alpha R=10^{-4}$, after removal of the $W_2$ term, the coefficient of $-\alpha^3/R^3$ is $3.34235$, to be compared with $7\cdot9/6\pi=3.34225$. At $R=60$ bohr, with $\langle r^2\rangle=18.625\ \mathrm{bohr}^2$, the two-term formula gives $R^3\langle\sum r^{-3}\rangle=9+2\cdot3\cdot18.625/3600=9.03104$, and direct integration over the densities gives $9.03140$.

At $R=20$ bohr, with $\alpha=0.00729735$, in $E_h$:
\begin{align}
-C_6/R^6&=-1476.54/(6.4\times10^7)=-2.3071\times10^{-5},\nonumber\\
\alpha^2W_4/R^4&=5.3251\times10^{-5}\cdot3.2921/160000=1.0957\times10^{-9},\nonumber\\
-3.34225\,\alpha^3/R^3&=-3.34225\cdot3.8859\times10^{-7}/8000=-1.6235\times10^{-10},\nonumber\\
\alpha^4W_2/R^2&=2.8357\times10^{-9}\cdot26.73/400=1.895\times10^{-10}.\nonumber
\end{align}
The Breit term is $7209$ kHz and the Araki--Sucher term $-1068$ kHz. The exact remainder is $-9.8896\times10^{-11}E_h=-651$ kHz, so $N_{\rm eff}^2=9\times0.98896/1.6235=5.48$. The Araki--Sucher term exceeds the remainder in size by 64\% of the remainder, and adding the $\alpha^4$ term gives the wrong sign. The two terms are equal at $R=3.34225/(0.00729735\cdot26.73)=17.1$ bohr.

\begin{center}
\begin{tabular}{ccc}
$R$/bohr & $N_{\rm eff}^2$ & valence--valence share\\
10 & 6.586 & 0.137\\
20 & 5.482 & 0.161\\
50 & 3.883 & 0.216\\
100 & 2.777 & 0.280\\
200 & 1.892 & 0.367
\end{tabular}
\end{center}

The last column is the fraction of $N_{\rm eff}^2$ from pairs of lines that both lie below $1\,E_h$; it inherits the basis dependence of that cut (it is lower by $0.006$ to $0.011$ in the two other bases), and so do the partial sums below, whose starting value $0.93$ becomes $0.88$. The program asserts both trends in the table. The part from pairs of lines below $1\,E_h$ starts at $0.9634^2=0.93$, is $6.586\times0.137=0.90$ at 10 bohr and is still $1.892\times0.367=0.69$ at 200 bohr. The part with at least one line above $1\,E_h$ falls from $9-0.93=8.07$ to $5.68$ and then to $1.20$. The loss is therefore almost entirely in pairs with a line above $1\,E_h$, where $\alpha R\,\omega_n$ is largest; in this basis these lines hold $3.000-0.963=2.04$ of the oscillator strength, close to the number of core electrons.

The series is poor even at 10 bohr. The remainder is $-9.50\times10^{-10}E_h$; the cubic term alone, $-1.299\times10^{-9}$, is too large by 37\% of it, and with the $\alpha^4$ term the sum, $-5.4\times10^{-10}$, is too small by 43\%. Going inward brings $N_{\rm eff}^2$ closer to 9 but leaves the range of the dipole approximation: at 10 bohr the $R^{-5}$ correction is already $2\cdot3\cdot18.625/100=1.1$, or 12\% of 9, the $R^{-7}$ term of the same expansion adds about $0.46$, and the two $2s$ orbitals overlap by $0.14$ (against $0.002$ at 20 bohr). The 10-bohr row therefore describes the dipole formula, not two lithium atoms without overlap. In this model $-7\alpha^3N_AN_B/6\pi R^3$ is the correct coefficient of $\alpha^3$, yet at none of the tabulated distances does it come within a third of the remainder it is meant to represent.

\section*{Numbers as computed}
\begin{verbatim}
Taylor coefficients of exp(-2x)P, x^0..x^5: [3, 0, -1, 0, 1, -22/15]
x^3 part of R^3 G (xx,yy,zz): [2/3, 2/3, 2/3]  Tr T = 0
tail integrals: total 1.16666667, one-photon 0.66666667, two-photon 0.50000000
Int exp(-2x)P dx = 5.75000000
static transverse propagator times r: longitudinal 1.000000, transverse 0.500000
Int j2/k dk = 0.333333; seagull time integral = 1.570796
operator coefficients times pi: retarded 0.666667, seagull 0.500000, sum 1.166667
oscillators w=0.5,1.0 Eh: C6 exact 2.00000 formula 2.00000; W4 exact 0.33333 formula 0.33333 au
model NA=2,NB=1, alpha*R=1e-3: cubic coeff 2.3278925, with W2 removed 2.3333902
model NA=2,NB=1, alpha*R=1e-4: cubic coeff 2.3327843, with W2 removed 2.3333341
alpha = 0.0072973526; 1 Eh = 6.579684e+12 kHz
Li basis exponents 0.006*2.2^k, k=0..18, bohr^-2; E(UHF) = -7.432741 Eh
polarizability TDHF 169.948, finite field 169.879 bohr^3; TRK sum 3.00003
lowest line 0.06718 Eh, f = 0.7579; sum f below 1 Eh = 0.9634
C6 = 1476.54 au; W4 quadrature 3.29209, Breit sum 3.29191 au; contraction -2.000
W2 = 26.730 au; 7N^2/(6pi) = 3.34225 au
alpha*R=1e-4 cubic coeff/pi (W2 removed) = 3.34235 au
alpha^4 term equals alpha^3 term at R = 17.13 bohr
<r^2> = 18.625 bohr^2; R^3<sum r^-3> at R=60 bohr: 9.03140, two-term formula 9.03104
R/bohr: V_CP, -C6/R^6, a^2, a^3, a^4 terms, exact remainder (Eh)
10: -1.476524e-03 -1.476541e-03 1.7531e-08 -1.2988e-09 7.5799e-10 -9.5046e-10
20: -2.306995e-05 -2.307095e-05 1.0957e-09 -1.6235e-10 1.8950e-10 -9.8896e-11
50: -9.447503e-08 -9.449859e-08 2.8049e-11 -1.0390e-11 3.0319e-11 -4.4826e-12
100: -1.475188e-09 -1.476541e-09 1.7531e-12 -1.2988e-12 7.5799e-12 -4.0069e-13
200: -2.299551e-11 -2.307095e-11 1.0957e-13 -1.6235e-13 1.8950e-12 -3.4130e-14
R/bohr: Neff^2, valence-valence share, a^2 term, a^3 term, remainder (kHz)
10: 6.586 0.137 1.1535e+05 -8545.6 -6253.7
20: 5.482 0.161 7209.2 -1068.2 -650.71
50: 3.883 0.216 184.56 -68.364 -29.494
100: 2.777 0.280 11.535 -8.5456 -2.6364
200: 1.892 0.367 0.72092 -1.0682 -0.22457
\end{verbatim}
